\section*{Semi-Implicit Evolution of a Closed Atomic Step in Angle and Arc Length}

\section{The scheme}

A closed atomic step bounds a one-layer island. Its points are $\mathbf X(\alpha,t)$ with marker label $0\le\alpha<2\pi$, traversed counterclockwise. Let $s$ be arc length, $L$ the perimeter and $\theta$ the tangent angle, with
\begin{equation}
\mathbf t=(\cos\theta,\sin\theta),\qquad
\mathbf n=(\sin\theta,-\cos\theta),\qquad \kappa=\theta_s .
\end{equation}
Thus $\mathbf n$ points outward and a disc has $\kappa>0$. The outward normal velocity is
\begin{equation}
V=v_0+B\,\partial_s^2(g\kappa), \label{law}
\end{equation}
where $v_0$ is uniform capture of adatoms, $B$ measures diffusion along the edge, and $g(\theta)$ is the dimensionless step stiffness.

Markers stay equally spaced, $s_\alpha=L/2\pi$, if they also slide along the step with velocity $T$:
\begin{align}
T_\alpha&=\langle V\theta_\alpha\rangle-V\theta_\alpha,\qquad T(0)=0, \label{T}\\
L_t&=2\pi\langle V\theta_\alpha\rangle,\qquad
\theta_t=\frac{2\pi}{L}\left(T\theta_\alpha-V_\alpha\right)\equiv F, \label{rates}
\end{align}
where $\langle\cdot\rangle$ is the mean over $\alpha$. Write $\phi=\theta-\alpha$, which is periodic, and let $h$ be the time step and $j$ the time level. Each Fourier mode $k$ is advanced by
\begin{equation}
\frac{3\phi^{j+1}-4\phi^j+\phi^{j-1}}{2h}
=2N^j-N^{j-1}-ck^4\phi^{j+1},\quad N=F+ck^4\phi, \label{scheme}
\end{equation}
with $c=Bb_0(2\pi/L^{j+1})^4$ and $b_0=g_{\max}$. The scheme is second order in $h$ for resolved, smooth evolution. When the coefficients are frozen, its leading fourth-order term imposes no limit on $h$.

\section{The step model}

Let $\gamma(\theta)$ be the step free energy per length. A small normal displacement $\delta n$ changes $ds$ by $\kappa\,\delta n\,ds$ and $\theta$ by $-\partial_s\delta n$. Integration by parts around the closed step gives
\begin{equation}
\delta\!\oint\!\gamma\,ds=\oint(\gamma\kappa\,\delta n-\gamma'\partial_s\delta n)\,ds
=\oint(\gamma+\gamma'')\kappa\,\delta n\,ds .
\end{equation}
One atom adds area $a^2$ on a square lattice of spacing $a$. Its chemical potential is therefore $\mu=a^2\tilde\beta\kappa$, with stiffness $\tilde\beta=\gamma+\gamma''$.

Edge atoms of diffusivity $D_e$ and number $c_e$ per length carry the current $J=-(D_ec_e/k_BT_s)\,\partial_s\mu$, where $T_s$ is temperature. The mobility is taken independent of orientation. Since $-\partial_sJ$ atoms arrive per length and time, the edge contribution to $V$ is
\begin{equation}
-a^2\partial_sJ=\frac{a^4D_ec_e}{k_BT_s}\,\partial_s^2(\tilde\beta\kappa)
=a^3D_ec_e\,\partial_s^2(g\kappa),\qquad g=\frac{a\tilde\beta}{k_BT_s}.
\end{equation}
With hop rate $\nu e^{-E_h/k_BT_s}$ to each neighbour, $D_e=a^2\nu e^{-E_h/k_BT_s}$. With creation energy $E_c$, $c_e=a^{-1}e^{-E_c/k_BT_s}$. Hence $B=\nu a^4e^{-E_e/k_BT_s}$, where $E_e=E_h+E_c$.

\subsection{Orientation-dependent stiffness}

Model the step as a lattice path without immediate reversals, each unit edge having weight $w=e^{-\varepsilon/k_BT_s}$, where $\varepsilon$ is the kink energy. Longer self-crossings are not excluded. Weight each displacement $\mathbf r$, in units of $a$, by $e^{\mathbf Y\cdot\mathbf r}$, with $\mathbf Y=(X,Y)$. The sum over paths first diverges when the transfer matrix has largest eigenvalue one. Let $z_u=we^{\mathbf Y\cdot u}$ for the four unit moves $u$, and let $f_u$ be the eigenvector:
\begin{equation}
f_u=S-z_{-u}f_{-u},\qquad S=\sum_vz_vf_v .
\end{equation}
Insert the same relation for $f_{-u}$ and use $z_uz_{-u}=w^2$. Then $f_u=S(1-z_{-u})/(1-w^2)$. Multiplying by $z_u$ and summing gives $1-w^2=\sum_uz_u-4w^2$, or
\begin{equation}
\cosh X+\cosh Y=C,\qquad C=\frac{1+3w^2}{2w}. \label{wulff}
\end{equation}
For $w<1/3$ one has $C>2$, so this is a real closed curve. On it every $z_u<1$ and all $f_u$ are positive, which identifies the largest eigenvalue.

The weight of paths to a distant point falls as $e^{-\sigma|\mathbf r|}$, with $\sigma=a\gamma/k_BT_s$. The sum converges when $\mathbf Y\cdot\hat{\mathbf r}<\sigma(\hat{\mathbf r})$ in every direction, so $\sigma$ is the support function of \eqref{wulff}. The radius of curvature of a convex curve is $\sigma+\sigma''$, which is $g$. Path direction and outward normal differ by a quarter turn, under which \eqref{wulff} is unchanged.

For normal angle $\varphi=\theta-\pi/2$, set $(\sinh X,\sinh Y)=\sqrt p\,(\cos\varphi,\sin\varphi)$ and $q=\cos2\varphi$. Then $\cosh^2X-\cosh^2Y=pq$. Division by the sum $C$ gives $\cosh X=(C+pq/C)/2$ and $\cosh Y=(C-pq/C)/2$. Their squares add to $2+p$, so
\begin{equation}
\frac{q^2p^2}{C^2}-2p+C^2-4=0,\qquad
p=\frac{C^2-4}{1+\sqrt{1-q^2(1-4/C^2)}} .
\end{equation}
The curvature formula for a level curve then yields
\begin{equation}
g=\frac{\sqrt p}{\cosh X\sin^2\varphi+\cosh Y\cos^2\varphi}.
\end{equation}
At $\varphi=0$, $g_{\max}=\sqrt{C(C-2)}$; at $\varphi=\pi/4$, $g_{\min}=\sqrt{2(1-4/C^2)}$. With $v_0=0$, a stationary closed step has constant $g\kappa$. Its radius of curvature is proportional to $g$, so it is a scaled copy of \eqref{wulff}.

\section{Motion of equally spaced markers}

Let $\mathbf X_t=V\mathbf n+T\mathbf t$. Since $\mathbf t_\alpha=-\theta_\alpha\mathbf n$ and $\mathbf n_\alpha=\theta_\alpha\mathbf t$,
\begin{equation}
\mathbf X_{t\alpha}=(T_\alpha+V\theta_\alpha)\mathbf t+(V_\alpha-T\theta_\alpha)\mathbf n .
\end{equation}
Differentiating $\mathbf X_\alpha=s_\alpha\mathbf t$ in time instead gives $s_{\alpha t}\mathbf t-s_\alpha\theta_t\mathbf n$. Comparing components,
\begin{equation}
s_{\alpha t}=T_\alpha+V\theta_\alpha,\qquad s_\alpha\theta_t=T\theta_\alpha-V_\alpha .
\end{equation}
Uniform spacing requires $s_{\alpha t}=L_t/2\pi$. Averaging over $\alpha$ removes $T_\alpha$ and gives \eqref{T} and \eqref{rates}. The sliding relabels points without changing the shape. The choice $T(0)=0$ makes marker zero move along its normal; integrating its velocity fixes the island's position.

Two consequences help in judging a calculation. The area obeys $A_t=\oint V\,ds=v_0L$, because the edge term is a derivative. The perimeter obeys
\begin{equation}
L_t=\oint V\kappa\,ds=2\pi v_0-B\oint(g\kappa)_s\kappa_s\,ds . \label{length}
\end{equation}
For constant $g$ edge diffusion cannot lengthen the step. For variable $g$ it can, because relaxation lowers free energy rather than length.

If $B=0$, the radius of curvature changes at rate $v_0$. A concave segment with $\kappa<0$ then becomes singular after $1/(v_0|\kappa|)$. Edge diffusion opposes this sharpening. The variables $\theta$ and $L$ do not detect contact between distant parts of a step, so merging needs a separate rule.

\section{Time discretization and its error}

The highest derivative in $\theta_t=-V_s+T\theta_s$ comes from $V=B\partial_s^2(g\theta_s)$ and is $-Bg\,\theta_{ssss}$. In the marker variable this is $-Bg(2\pi/L)^4\theta_{\alpha\alpha\alpha\alpha}$. Replacing $g$ by the constant $b_0$ makes the implicit part diagonal in Fourier space. The difference, including all anisotropy, remains in $N$.

One step runs as follows. Evaluate $V$, $T$ and $F$ with Fourier derivatives, removing the highest grid mode. Advance $L$ and the position of marker zero by the left side of \eqref{scheme} with their extrapolated rates. Compute $c$ from $L^{j+1}$, use this same $c$ in both values of $N$, and solve
\begin{equation}
\phi^{j+1}=\frac{4\phi^j-\phi^{j-1}+2h(2N^j-N^{j-1})}{3+2hck^4}.
\end{equation}
The curve follows from integrating $(L/2\pi)\mathbf t$. The first step is semi-implicit Euler; for resolved modes its single local error is of order $h^2$, which preserves second order overall.

\subsection{Truncation error}

Expand a smooth solution about the new time. The difference quotient is $\phi_t-\frac13h^2\phi_{ttt}$, and the extrapolated rate is $F-h^2F_{tt}$, up to order $h^3$. The added and subtracted terms leave a second difference:
\begin{equation}
ck^4(\phi^{j+1}-2\phi^j+\phi^{j-1})=ck^4h^2\phi_{tt}+O(h^3).
\end{equation}
With $F=\phi_t$, the residual of \eqref{scheme} is
\begin{equation}
h^2\left(\tfrac23\phi_{ttt}+ck^4\phi_{tt}\right)+O(h^3). \label{residual}
\end{equation}
The second term is the price of the splitting. It vanishes in a steady state. For a stiff mode that follows slow changes, balancing it against the true damping $Bg(2\pi k/L)^4$ gives an error of magnitude $(b_0/g)h^2|\phi_{tt}|$. A needlessly large $b_0$ therefore costs accuracy. Rapid initial smoothing also needs short steps, because $\phi_{tt}$ is then large.

To measure the order, take $B=1$, $v_0=2$, $\varepsilon/k_BT_s=1.6$ and the polar shape $r=1+0.10\cos2\chi+0.04\sin3\chi$, with 128 markers. After relaxation to time 0.002, the curve was advanced to 0.010 in 200, 400 and 800 steps. The ratio of successive largest coordinate differences gives an order of 2.12.

\subsection{Stability and the choice of split}

Freeze $g$ and $L$, retain the leading derivative, and put $\phi^{j+1}=z\phi^j$. With $Q=Bh(2\pi k/L)^4$,
\begin{equation}
\left(\tfrac32+b_0Q\right)z^2-2z+\tfrac12+(g-b_0)Q(2z-1)=0 . \label{root}
\end{equation}
For small positive $Q$ the roots start near $1-gQ$ and $1/3$, inside the unit circle. They cannot leave through $z=1$, where the left side is $gQ>0$. A complex pair leaving the circle would have product one, which requires $gQ=-1$. The remaining exit is $z=-1$, where
\begin{equation}
Q(3g-4b_0)=4 .
\end{equation}
With frozen coefficients there is no step limit if $b_0\ge3g/4$. For variable $g$ this margin is not enough at very long steps: linearised about the equilibrium shape of the copper island below, with 128 markers, $b_0=0.76\,g_{\max}$ is stable at $h=0.1$ s but not at $h=10$ s, while $b_0=g_{\max}$ is stable at both. A fully explicit calculation, $b_0=0$, needs $gQ<4/3$.

For $g<b_0$ and $Q\to\infty$, \eqref{root} becomes $b_0z^2-2(b_0-g)z+b_0-g=0$. Its roots are complex with $|z|=\sqrt{1-g/b_0}$. Stiff modes are damped, but more slowly where $g$ is small. Lower-order terms and variation of $g$ lie outside this analysis and can still restrict $h$.

The threshold appears in the full nonlinear scheme. On an isotropic unit circle with $B=g=1$, 64 markers and $h=10^{-3}$, a mode-30 ripple of amplitude $10^{-7}$ rad changes by a factor 0.8015 per step for $b_0=0.80$ and 1.2018 for $b_0=0.70$. Equation \eqref{root} gives the same magnitudes when $g$ is multiplied by $1-1/k^2$, the circle correction derived below.

Longer runs began with a three-lobed distortion of relative size 0.01 and a ripple of $10^{-6}$ rad. After 300 steps, $b_0=0.80$ leaves a perimeter of 6.2833, close to $2\pi$. With $b_0=0.70$ the angle deviates from a circle by only 0.0024 rad, but the perimeter has collapsed to 0.167. Exact motion conserves area here and forbids this. A smooth angle is thus no evidence of a sound calculation; length and area must be watched too.

\section{A growing copper island}

Take a Cu(001) island at 550 K, $k_BT_s=0.0474$ eV. Rough typical parameters are $a=0.255$ nm, $\varepsilon=0.13$ eV, $\nu=10^{13}\,\mathrm{s^{-1}}$ and $E_e=0.75$ eV. They give
\begin{equation}
B=\nu a^4e^{-0.75/0.0474}\simeq5.67\times10^3\ \mathrm{nm^4/s},\qquad C=7.86,
\end{equation}
with $g$ between 1.37 and 6.79, or stiffness between 0.25 and 1.26 eV/nm. The initial shape is
\begin{equation}
r=50\,(1+0.10\cos2\chi+0.04\sin3\chi+0.006\cos7\chi)\ \mathrm{nm},
\end{equation}
and $v_0=0.10$ nm/s. There are 256 markers. Steps of $10^{-5}$ s are used to 0.01 s, $2\times10^{-4}$ s to 0.2 s, and $2\times10^{-3}$ s thereafter.

\begin{center}
\begin{tabular}{rrrrrr}
$t$ & $L$ & $A$ & widths $x,y$ & $\rho_{\min}$ & $\Delta\mu$\\
s & nm & nm$^2$ & nm & nm & meV\\
0 & 318.5 & 7900 & 110.5, 90.2 & 30.8 & 2.60\\
0.2 & 318.6 & 7906 & 109.2, 89.7 & 25.3 & 1.16\\
2 & 320.4 & 7964 & 106.6, 88.6 & 22.7 & 0.58\\
8 & 324.8 & 8157 & 105.3, 89.6 & 23.1 & 0.31\\
20 & 331.9 & 8551 & 105.8, 93.3 & 25.4 & 0.19
\end{tabular}
\end{center}

Here $\rho_{\min}$ is the smallest convex radius of curvature and $\Delta\mu$ the range of $\mu$ along the step, both taken over the markers; between markers $\rho_{\min}$ is up to 0.04 nm smaller (22.6 nm at 2 s). The range falls while the smallest radius first decreases. Smoothing equalizes $g\kappa$, not $\kappa$, and so favours stronger curvature where $g$ is small. The perimeter rises by 13.4 nm. By \eqref{length}, capture supplies $2\pi(0.10)(20)=12.6$ nm; edge diffusion supplies the remaining 0.8 nm.

The area grows by 651.55 nm$^2$, against 651.56 nm$^2$ from trapezoidal integration of $v_0L$. Doubling all time steps moves the final markers by at most $9\times10^{-5}$ nm. Halving the marker number at the doubled steps moves them by at most $1.1\times10^{-5}$ nm. The closure defect $L|\langle e^{i\theta}\rangle|$ is $2\times10^{-5}$ nm. These numerical changes are far below the lattice spacing.

At the final perimeter, freezing $g$ at $g_{\max}$ gives an estimate of the explicit limit for the highest retained mode, $k=127$:
\begin{equation}
h<\frac{4}{3Bg_{\max}(2\pi\,127/L)^4}=1.04\times10^{-6}\ \mathrm{s}.
\end{equation}
The main step is about 1900 times this estimate. The estimate is cautious, since $g<g_{\max}$ along most of the step: the largest eigenvalue of the operator linearised about the equilibrium shape gives $1.2\times10^{-6}$ s, a factor near 1700. This compares step sizes, not computing times.

\section{Physical errors of the model}

For a nearly circular isotropic island, $r=R+\eta\cos m\chi$ and $\kappa=1/R+(m^2-1)\eta\cos m\chi/R^2$ to first order. Two arc-length derivatives contribute $-m^2/R^2$, so the decay rate is
\begin{equation}
\Gamma_m=\frac{Bg\,m^2(m^2-1)}{R^4}.
\end{equation}
With the orientation average $g=2.77$ and $R=50$ nm, $\Gamma_2=0.030$ and $\Gamma_3=0.18\,\mathrm{s^{-1}}$. These values serve below only as rough estimates for the anisotropic island, whose relaxation depends on the direction of the distortion. In the table, the difference between the two widths decays at about $0.020\,\mathrm{s^{-1}}$ between 2 and 20 s, slower than $\Gamma_2$. Linearising about the anisotropic equilibrium shape of area $\pi(50\ \mathrm{nm})^2$ gives $0.021\,\mathrm{s^{-1}}$ for elongation along the close-packed step directions and $0.047\,\mathrm{s^{-1}}$ along the diagonals, so ratios to $\Gamma_2$ below are uncertain by a factor of about 1.5.

Atoms can also travel over the terrace. The equilibrium density at the step is $c_{eq}(1+ag\kappa)$ for small $ag\kappa$. Its perturbation decays outside as $r^{-m}$, with radial gradient $-m/R$ times its boundary value. For terrace diffusivity $D$ the exterior contribution to decay is $a^3gDc_{eq}m(m^2-1)/R^3$. With $Dc_{eq}=\nu e^{-E_t/k_BT_s}$, its ratio to $\Gamma_m$ is
\begin{equation}
\frac{R}{am}\,e^{-(E_t-E_e)/k_BT_s}.
\end{equation}
For a rough $E_t=1.10$ eV this exterior ratio is 0.061 at $m=2$; it would reach one at $E_t=0.97$ eV. If atoms meet no extra barrier when descending the step, diffusion on top of the island contributes equally and doubles the ratio.

Diffusion-limited capture is not uniform. Outside an absorbing island the scaled density is $v_0R\ln(r/R)-v_0\eta(R/r)^m\cos m\chi$. Its gradient at the displaced boundary is $v_0[1+(m-1)\eta\cos m\chi/R]$. Protrusions therefore grow at rate $(m-1)v_0/R$, which is 6.6\% of $\Gamma_2$ and 2.2\% of $\Gamma_3$. This field has no local source. If the atoms come from the deposition flux estimated at the end of this section, landing both around and on top of the island, the ratios fall to about 4.9\% and 1.8\%.

Thermal fluctuations are absent too. At fixed area the mean radius falls by $\eta^2/4R$, while the slope adds $\pi m^2\eta^2/2R$ to the length. The net excess is $\pi(m^2-1)\eta^2/2R$. Multiplying by $\tilde\beta$ and assigning energy $k_BT_s/2$ gives
\begin{equation}
\langle\eta^2\rangle=\frac{aR}{\pi g(m^2-1)},
\end{equation}
or 0.70 nm rms for $m=2$. This exceeds the numerical errors by orders of magnitude. The calculation describes relaxation without thermal noise, not one island's instantaneous outline.

For real Cu(001), the activation energies are weak inputs: an error of 0.05 eV changes $B$ by a factor 2.9. The stiffness is uncertain too, because the path model omits bonds between diagonal neighbours. Suppose such bonds make each unit edge cost 0.09 eV more and each corner 0.045 eV less, which leaves the kink energy unchanged. The transfer matrix then gives $g\simeq3.6$ instead of 1.37 at $\varphi=\pi/4$, and a rounder equilibrium shape. The table therefore illustrates the model rather than predicting a measured island. Extra barriers at kinks and corners would make the mobility depend on orientation, and vacancies could open another transport path; neither effect is sized here. If each island collects atoms within 200 nm, the assumed growth needs a flux $2Rv_0/(200\ \mathrm{nm})^2=2.5\times10^{-4}$ monolayers per second. The smallest final radius is about 100 lattice spacings, which supports a continuum description of the overall shape but not of individual kinks.
